# Positive splitting for acid-quencher neutralization and diffusion in photoresist

## Two cells, one exposed

Take two neighbouring cells of a resist film. Light has made acid in the left cell and none in the right; a base, the quencher, is present in both. In units where the neutralization constant is 1, let the acid be $a=(2,0)$ and the quencher $q=(1,1)$. One acid and one quencher disappear together at the rate $aq$. The acid can hop between the cells; the quencher, for now, cannot.

Advance the left cell by $\tau=\ln2\approx0.693$. An explicit step freezes the initial rate, $2\times1=2$, and removes $2\tau=1.386$ from both species. The cell held only 1 unit of quencher, so $q=-0.386$. Resetting this to zero hides the sign but not the fault: 1.386 units of acid have been spent on 1 unit of quencher.

The rate law can instead be solved. The difference $a-q=1$ does not change, so $\dot q=-q(q+1)$. With $y=1/q$,

$$\dot y=-\dot q/q^2=1+y,\qquad y(\tau)+1=2e^{\tau}=4 .$$

Hence $y=3$, $q=1/3$ and $a=4/3$. Both are positive and their difference is still 1. The right cell has no acid and does not react.

Now let the acid hop. The sum of the two acid values is constant and their difference decays exponentially. Choose the duration so that the difference halves. The sum is $4/3$ and the difference becomes $2/3$, so

$$a=(1,\tfrac13),\qquad q=(\tfrac13,1).$$

Each new acid value is a weighted mean of the old ones, with weights $3/4$ and $1/4$, so none can be negative. The total of $a-q$ was $2-2=0$ and is now $\tfrac43-\tfrac43=0$.

Two separate facts gave this result: the reaction was solved exactly, and the hopping step had non-negative weights. Either substep could have spoiled the sign.

## The model

Along a line across the pattern, let $a(x,t)$ and $q(x,t)$ be number densities in nm$^{-3}$ during the post-exposure bake, with

$$a_t=D_aa_{xx}-kaq,\qquad q_t=D_qq_{xx}-kaq .$$

Subscripts $x,t$ are derivatives, $D_a,D_q$ are constant diffusivities and $k$ is in nm$^3$/s. This is a mean-field model: the encounter rate is the product of mean densities. No material crosses the ends, which are symmetry planes of a periodic pattern.

Exposure sets the start. If each acid generator converts with probability $1-e^{-CE}$ at exposure energy $E$ per area, a generator density $P_0$ gives

$$a_0=P_0(1-e^{-CE}).$$

A sharp exposure boundary is a jump in $E$, hence in $a_0$; the quencher starts uniform.

Cells of width $h$ replace $a_{xx}$ by $(a_{j+1}-2a_j+a_{j-1})/h^2$. An end cell lacks one neighbour and gets $(a_2-a_1)/h^2$. Write this as $Ta/h^2$, with a symmetric matrix $T$ whose rows sum to zero.

## Exact neutralization in any cell

In one cell let $s$ be the smaller and $M$ the larger of the two initial densities, and $\delta=M-s\ge0$, which is conserved. For $s>0$ the minority density $\sigma(t)$ obeys $\dot\sigma=-k\sigma(\sigma+\delta)$. Put $y=1/\sigma$:

$$\dot y=k(1+\delta y),\qquad y(\tau)=\frac{e^{z}}{s}+\frac{e^{z}-1}{\delta},\qquad z=k\tau\delta .$$

Take the reciprocal, and multiply numerator and denominator by $s\,e^{-z}$:

$$\sigma(\tau)=\frac{s\,e^{-z}}{G},\qquad G=1+s\,\frac{1-e^{-z}}{\delta}=1+k\tau s\,\varphi(z),\qquad \varphi(z)=\frac{1-e^{-z}}{z}.$$

The majority density is $\sigma+\delta$. Since $\delta G=\delta+s(1-e^{-z})$,

$$\sigma+\delta=\frac{s\,e^{-z}+\delta+s-s\,e^{-z}}{G}=\frac{M}{G}.$$

The update is therefore

$$M\to M/G,\qquad s\to s\,e^{-z}/G .$$

Setting $\varphi(0)=1$ covers equal densities, where both become $s/(1+k\tau s)$. If $s=0$, then $G=1$ and nothing changes, as it should. For long times $G\to1+s/\delta=M/\delta$, so the majority tends to $\delta$ and the minority to zero.

This form suits a computer. The exponent is never positive, so it cannot overflow, and the new densities come from products and quotients of non-negative numbers. One subtraction needs care: for small $z$, $1-e^{-z}$ must be evaluated with a routine such as expm1 (and $\ln G$ below with log1p). Written literally, $\varphi$ loses all its digits when the two densities agree to rounding error. A very small exponential may round to zero, but not below it.

The acid also removes the polymer's blocking groups. Assume a rate $k_d\,a$ per group, so the surviving fraction is $\exp(-k_d\int a\,dt)$. The integral over a reaction substep is available in closed form, because $d(\ln q)/dt=-ka$ gives

$$\int_0^\tau a\,dt=\frac1k\ln\frac{q(0)}{q(\tau)}=\frac{\ln G+\max(k\tau(a_0-q_0),0)}{k}.$$

The second term appears when quencher is the minority, since then $q(0)/q(\tau)=Ge^{z}$. Without quencher the formula gives $\tau a_0$, the correct value. In the two-cell example $G=3/2$ and $z=\ln2$, so the integral is $\ln3$, in agreement with the fall of $q$ from 1 to $1/3$.

## Diffusion with non-negative weights

Let $r=D\tau/h^2$. The cell equations without reaction are solved by $P=e^{rT}$. To see its sign, define $S=I+T/2$. An interior row of $S$ has $1/2$ at each neighbour and 0 on the diagonal; an end row has $1/2$ on the diagonal and $1/2$ at its neighbour. So $S$ is non-negative and its rows sum to 1. Since $T=2S-2I$, and $I$ commutes with $S$,

$$P=e^{-2r}e^{2rS}=e^{-2r}\sum_{m=0}^{\infty}\frac{(2r)^m}{m!}S^m .$$

Every term is non-negative. The rows of each $S^m$ sum to 1, so those of $P$ sum to $e^{-2r}e^{2r}=1$; by symmetry so do the columns. Three properties follow for every $\tau$:

- Non-negative densities stay non-negative.
- Each new density is a weighted mean of old ones, so the maximum does not grow.
- The total amount is conserved.

Neutralization multiplies the larger density by $1/G\le1$ and the smaller by $e^{-z}/G\le1$, so it too keeps densities non-negative and lets no maximum grow; it also conserves $a-q$ in each cell. Any sequence of the two substeps therefore keeps $a,q\ge0$, lets neither maximum grow, and conserves $h\sum_j(a_j-q_j)$ up to rounding. If $e^{-2r}$ is too small for the machine, compute the matrix for $r/2^p$ and square it $p$ times; products of non-negative matrices stay non-negative.

A severe test used random profiles with about half the entries empty, densities up to 1 nm$^{-3}$, $k=10^4$ nm$^3$/s and $\tau=30$ s. No density became negative in four steps, for any order of substeps used below.

## Why the diffusion step matters at an edge

Suppose the reaction is exact but diffusion is advanced by forward Euler, $u\to u+rTu$. At an edge where $u=1$ on the exposed side and 0 on the dark side, the last exposed cell becomes $1+r(1-2+0)=1-r$. It is negative for $r>1$. With $r=24$, which occurs below, it is $-23$.

Crank–Nicolson is subtler. Its matrix is

$$(I-\tfrac r2T)^{-1}(I+\tfrac r2T)=2(I-\tfrac r2T)^{-1}-I,$$

because $I+\frac r2T=2I-(I-\frac r2T)$. The new profile is thus $2w-u$, where $w$ solves

$$(1+r)w_j-\tfrac r2(w_{j+1}+w_{j-1})=u_j .$$

Far from the ends, solutions with zero right-hand side are powers $\lambda^{|j|}$ with

$$\lambda+\frac1\lambda=\frac{2(1+r)}r,\qquad \lambda=\frac{1+r-\sqrt{1+2r}}r<1 .$$

For a spike, $u_0=1$ and all else zero, put $w_j=w_0\lambda^{|j|}$. The equation at $j=0$ gives $(1+r-r\lambda)w_0=1$, so $w_0=1/\sqrt{1+2r}$. The spike cell becomes

$$\frac{2}{\sqrt{1+2r}}-1,$$

which is negative for $r>3/2$.

For a clean edge let $u_j=1$ for $j\le0$ and 0 for $j\ge1$. On the dark side $w_j=B\lambda^j$. Exchanging the two sides turns $u$ into $1-u$, so on the exposed side $w_j=1-B\lambda^{1-j}$. The dark equation at $j=1$ requires $w_0=B$, while the exposed form gives $w_0=1-B\lambda$. Hence $B=1/(1+\lambda)$, and the last exposed cell becomes

$$2w_0-1=\frac{1-\lambda}{1+\lambda}
=\sqrt{\frac{\lambda+1/\lambda-2}{\lambda+1/\lambda+2}}
=\sqrt{\frac{2/r}{(4r+2)/r}}=\frac1{\sqrt{1+2r}} .$$

The first dark cell becomes $2w_1=2\lambda/(1+\lambda)=1-1/\sqrt{1+2r}$. Neither is negative, but for $r>3/2$ the dark cell holds more acid than the exposed one. At $r=24$ the values are 0.143 inside and 0.857 outside, while a one-cell spike becomes $-0.714$.

So a clean edge far from the ends does not by itself drive Crank–Nicolson negative in the first step; it inverts the edge. In ten such steps from the acid profile of the example below, without reaction, the lowest density stayed positive, at $9\times10^{-7}$ nm$^{-3}$. A sign check would have passed a profile that was wrong from the first step. The one-cell spike, by contrast, does turn negative in one step.

## The order of the substeps

Let $N_\tau$ be exact neutralization and $P_\tau$ exact diffusion of both species. Positivity does not depend on their order, but accuracy does. Write $u=(a,q)$, $R(u)=(-kaq,-kaq)$ and $Lu=(D_aa_{xx},D_qq_{xx})$, and let $R'$ be the derivative matrix of $R$. For smooth profiles, neutralization followed by diffusion gives, to second order,

$$P_\tau N_\tau u=u+\tau(R+Lu)+\tau^2\left(\tfrac12L^2u+LR+\tfrac12R'R\right).$$

The true solution has $u_{tt}=(L+R')(Lu+R)$, so its $\tau^2$ term is $\frac12(L^2u+LR+R'Lu+R'R)$. The difference, split minus true, is $\frac{\tau^2}2(LR-R'Lu)$. For the acid,

$$LR=-kD_a(a_{xx}q+2a_xq_x+aq_{xx}),\qquad R'Lu=-k(D_aqa_{xx}+D_qaq_{xx}),$$

and the error of one step is

$$e_a=-\frac{k\tau^2}2\left[2D_aa_xq_x+(D_a-D_q)aq_{xx}\right].$$

Exchanging $a$ with $q$ and $D_a$ with $D_q$ gives the quencher error.

The second term can have either sign locally, but the total is clear. With no flux at the ends, $\int aq_{xx}dx=-\int a_xq_xdx$, so

$$\int e_a\,dx=-\frac{k\tau^2}2(D_a+D_q)\int a_xq_x\,dx .$$

At an exposure edge, acid falls where quencher rises, so $a_xq_x<0$ and the total is positive: reaction-first leaves too much acid. It ends with diffusion, which brings acid and quencher together without giving them time to react. Reaction-last has $R'Lu$ in place of $LR$ in its $\tau^2$ term, so its leading error is the opposite.

The formula was tested against an unsplit integration for one step of 0.01 s, with the rate constants of the example below and opposed cosine profiles, $a\propto0.5+0.3\cos(\pi x/\ell)$ and $q\propto0.6-0.3\cos(\pi x/\ell)$, where $\ell$ is the length of the line. The misfit was 0.3% of the largest predicted error for acid and 0.2% for quencher.

The opposite signs suggest the symmetric step

$$\Sigma_\tau=N_{\tau/2}P_\tau N_{\tau/2}.$$

At fixed $h$ the cell equations have smooth solutions for short times of either sign, and $\Sigma_{-\tau}\Sigma_\tau=I$. Suppose one step had the error $\tau^2c(u)$. Going forward and back would then leave $\tau^2c+(-\tau)^2c=2\tau^2c$ at leading order. It must leave nothing, so $c=0$. The one-step error is of order $\tau^3$, and over a fixed time, with $1/\tau$ steps, the error is of order $\tau^2$. The positivity argument needs forward times alone.

These expansions require $k\tau(a+q)$ to be small and the profiles to vary little over the diffusion length $\sqrt{2D\tau}$ of one step. At a one-cell jump the second condition means $r\ll1$, so the $\tau^3$ law does not describe the first step of the example below at $\tau=1$ s, where $r=4$ for the acid. In the limit of very fast neutralization, the true solution has no region where both species coexist, yet a step ending in diffusion creates one. It is still positive, which shows how little positivity says about accuracy.

## The general algorithm

1. Set $a_j=P_0(1-e^{-CE_j})$ and the uniform $q_j$. Build the two diffusion matrices once for the chosen $\tau$.
2. Neutralize every cell for $\tau/2$ and add the acid integral to that cell's dose.
3. Multiply $a$ and $q$ by their matrices.
4. Neutralize for another $\tau/2$, again adding to the dose. Repeat from step 2.

The closing half-step of one cycle and the opening half-step of the next can be merged, because both are the same exact flow. Then $n$ steps need $n+1$ neutralizations, one more than the first-order method. Full matrices cost of order $n_c^2$ operations per step for $n_c$ cells.

## A sharp edge in a 193 nm resist

The line is half of an 80 nm period, exposed from 0 to 20 nm and dark from 20 to 40 nm, with $h=0.5$ nm. The other inputs are $P_0=0.060$ nm$^{-3}$, $C=0.05$ cm$^2$/mJ, $E=25$ mJ/cm$^2$, quencher 0.015 nm$^{-3}$, $D_a=1.0$ and $D_q=0.1$ nm$^2$/s, $k=10$ and $k_d=2$ nm$^3$/s, and a 60 s bake at 383 K. Exposure gives

$$a_0=0.060\,(1-e^{-1.25})=0.0428\ \text{nm}^{-3}.$$

Consider a step of 6 s. In an exposed cell $k\tau a_0=2.57$, so an explicit reaction step gives $q=0.015(1-2.57)=-0.0235$ nm$^{-3}$. The exact flow has $z=60\times(0.04281-0.015)=1.669$, $e^{-z}=0.1885$ and

$$G=1+0.015\,\frac{1-0.1885}{0.02781}=1.438 .$$

The acid becomes $0.04281/1.438=0.0298$ nm$^{-3}$ and the quencher $0.015\times0.1885/1.438=0.0020$ nm$^{-3}$.

Clipping the explicit result at zero removes 0.0235 nm$^{-3}$ of acid with no matching quencher. Over 20 nm that is 0.471 nm$^{-2}$. The true total of acid minus quencher is 0.256 nm$^{-2}$; the clipped run ends at $-0.214$ nm$^{-2}$, so the first step accounts for the whole loss. At the end of the bake the clipped run has 0.00385 nm$^{-3}$ of acid at the centre of the exposed region, against 0.0254 in the unsplit solution.

Define the edge as the place where half the groups are deblocked, that is, where the acid dose is $\ln2/k_d=0.347$ s/nm$^3$. An unsplit integration of the same cell equations, with linear interpolation between cell centres, puts it at 22.301 nm. Cubic interpolation gives 22.298 nm and finer cells give 22.302 nm, so the last digit serves only to compare schemes on the same mesh. The split results, in nm, are:

| $\tau$ (s) | symmetric | reaction first | reaction last |
|---|---|---|---|
| 6 | 22.169 | 21.887 | 22.558 |
| 1 | 22.300 | 22.247 | 22.356 |
| 0.25 | 22.300 | 22.287 | 22.314 |

All entries come from non-negative densities, yet at 6 s they spread over 0.67 nm. At 1 s, reaction-first ends with $8.8\times10^{-4}$ nm$^{-2}$ too much acid and reaction-last with $9.1\times10^{-4}$ too little, out of 0.439 nm$^{-2}$; the signs are those derived above. The edge shifts have a different main cause, and indeed reaction-first, with too much acid, puts the edge too far in. The dose is summed only during reaction substeps, so reaction-first uses the profile at the start of each step, before it has spread, and reaction-last uses the profile at the end. Without quencher the split densities are exact, yet at 6 s the edge still errs by $-0.48$ nm for reaction-first and $+0.47$ nm for reaction-last. With quencher, the acid excess or deficit offsets part of this. Between $\tau=0.25$ and 0.125 s the density error, as a root sum of squares over cells and species, falls with observed order 2.00 for the symmetric step and 1.00 for the other two.

## What the model leaves out

The inputs are rough typical values for a chemically amplified 193 nm resist, not data for a particular product. The assumption that real exposure breaks most plainly is the sharp edge. Replacing it by a cosine image with the same peak and mean energy, all else fixed, moves the computed edge outward by 4.7 nm. Two causes can be named: the image makes acid beyond 20 nm, and, because $1-e^{-CE}$ is concave, it makes more acid in total at equal mean energy.

Other changes, made one at a time, are smaller:

- At the bottom of a 90 nm film absorbing 1.2 per µm, the energy is 0.898 of that at the top, and the edge moves by $-0.39$ nm.
- A bake 1 K hotter, with a common barrier of 1 eV, speeds all rates by 8% and moves the edge by $+0.32$ nm.
- If neutralization is limited by diffusion, $k=4\pi(D_a+D_q)\rho$ gives a capture radius $\rho=0.72$ nm. The early rate then exceeds $k$ by the fraction $\rho/\sqrt{\pi(D_a+D_q)t}$, about 0.25 at $t=1/(ka_0)=2.3$ s. Holding this excess for the whole bake shifts the edge by $-0.15$ nm; letting it decay as $t^{-1/2}$ from the start of the bake gives $-0.10$ nm.
- Halving the cell width changes the edge by 0.002 nm.

Molecular counting can matter more than these. A cubic cell of side 0.5 nm holds 0.005 acids on average, so the densities are ensemble means, not the contents of one cell. A cube with the side of the acid blur, $\sqrt{2D_a\times60\ \text{s}}=11$ nm, holds about 7.6 acids at the edge, averaged over the bake. If that count were frozen, its relative noise, $1/\sqrt{7.6}=0.36$, divided by the relative dose slope there, $0.0953/0.347=0.275$ nm$^{-1}$, would give an edge uncertainty of 1.3 nm. This is only an order of magnitude: acids entering and leaving the cube during the bake average part of the noise away, while random quencher numbers or a smaller averaging volume add to it. Acid evaporation, film shrinkage and concentration-dependent diffusion are also omitted and have not been sized.

For these inputs a symmetric step of 1 s keeps the time-stepping error in the edge below 0.002 nm, far below the physical uncertainties. At 6 s it is 0.13 nm, comparable with the transient-rate effect. Faster neutralization or higher densities call for a new comparison between $\tau$ and $\tau/2$, since the absence of negative values will not reveal that a step is too long. The numerical output below gives the remaining values.

## Calculated quantities

```
PAG 0.06 nm^-3, Dill C 0.05 cm^2/mJ, exposure 25.0 mJ/cm^2
quencher 0.015 nm^-3, Da 1.0 nm^2/s, Dq 0.1 nm^2/s
k 10.0 nm^3/s, kd 2.0 nm^3/s, bake 60.0 s at 383.0 K
half period 40.0 nm, exposed to 20.0 nm, cell 0.5 nm
acid after exposure: 0.04281 nm^-3
one 6 s neutralization, exposed cell: z = 1.6686
  acid 0.02978, quencher 0.001967 nm^-3
  acid dose in that step 0.20316 s/nm^3
k tau a = 2.569, k tau q = 0.900 (tau 6 s)
r acid = 24.00, r quencher = 2.40 (tau 6 s)
flow vs integration, largest difference: 1.4e-15
kernel vs matrix exponential, largest difference: 4.4e-16
lowest value, random profiles, k tau = 3e5 nm^3: 0.0e+00
lowest value, all split runs of example: 0.0e+00 nm^-3
Crank-Nicolson r=1.4: spike 0.0260, edge in 0.5130 out 0.4870
Crank-Nicolson r=1.6: spike -0.0241, edge in 0.4880 out 0.5120
Crank-Nicolson r=24.0: spike -0.7143, edge in 0.1429 out 0.8571
forward Euler, last exposed cell of unit edge: -23.00
Crank-Nicolson, acid edge, lowest in 10 steps: 8.61e-07 nm^-3
one-step error law, misfit: acid 0.29%, quencher 0.18%
scheme, tau (s): relative error, acid excess (nm^-2), edge (nm)
  symmetric, 6.0: 2.54e-03, -2.41e-05, 22.169
  symmetric, 1.0: 7.33e-05, +2.08e-06, 22.300
  symmetric, 0.25: 4.57e-06, +1.54e-07, 22.300
  symmetric, 0.125: 1.14e-06, +3.97e-08, 22.301
  reaction first, 6.0: 1.63e-02, +4.85e-03, 21.887
  reaction first, 1.0: 2.84e-03, +8.75e-04, 22.247
  reaction first, 0.25: 7.18e-04, +2.22e-04, 22.287
  reaction first, 0.125: 3.60e-04, +1.11e-04, 22.294
  reaction last, 6.0: 1.80e-02, -5.75e-03, 22.558
  reaction last, 1.0: 2.91e-03, -9.08e-04, 22.356
  reaction last, 0.25: 7.22e-04, -2.24e-04, 22.314
  reaction last, 0.125: 3.61e-04, -1.12e-04, 22.307
observed orders: symmetric 2.00, reaction first 1.00, reaction last 1.00
unsplit: edge 22.301 nm, acid total 0.4393 nm^-2
unsplit: first-cell acid 0.02539, last-cell quencher 0.01486 nm^-3
explicit reaction, lowest quencher, step 1: -0.02353 nm^-3
acid minus quencher: true 0.2562, clipped -0.2144 nm^-2
clipped explicit scheme, first-cell acid: 0.00385 nm^-3
dose at edge 0.3466 s/nm^3, slope -0.0953 s/nm^4
edge shift, cell width halved: +0.002 nm
edge shift, cosine image of same peak: +4.655 nm
edge shift, film bottom (absorption 1.2/um, film 90.0 nm, transmission 0.898): -0.392 nm
edge shift, +1 K (barrier 1.0 eV, rates x 1.0821): +0.316 nm
capture radius 0.723 nm, neutralization time 2.34 s
transient rate excess 0.255, edge shift -0.151 nm
acid blur length 10.95 nm, acids in its cube at edge 7.6
edge noise from acid counting (estimate): 1.32 nm
acids in one cubic cell: 0.00535
```
